Convex functional and unique solution of the nonlinear Poisson equation

**1. One sheet between two gates**

Take a thin sheet of semiconductor at potential φ between two gates at V₁ and V₂. The insulators have capacitances C₁ and C₂ per area. The sheet holds N ionized donors and n(φ) electrons per area; q > 0 is the elementary charge. Gauss's law gives

C₁(φ − V₁) + C₂(φ − V₂) = q[N − n(φ)].

An electron has energy −qφ, so at fixed Fermi level raising φ attracts electrons and n does not decrease. The left side rises with slope C₁ + C₂ from −∞ to +∞, and the right side never rises. For continuous n the two sides meet once. The equation is also J′(φ) = 0 for

J(φ) = ½C₁(φ − V₁)² + ½C₂(φ − V₂)² + qP(φ) − qNφ, P′ = n,

and J″ = C₁ + C₂ + qn′ > 0 where n is differentiable. The root is the minimum of a strictly convex function. If n fell with φ faster than (C₁ + C₂)/q, several crossings would become possible.

The same structure holds for a full device.

**2. Statement and assumptions**

The domain is bounded, with Lipschitz boundary, in one, two or three dimensions. The permittivity obeys 0 < ε_min ≤ ε(x) ≤ ε_max, and N(x) is bounded. On the whole boundary φ equals given data, the boundary values of a bounded function g with square-integrable gradient (g in H¹). The equation is

−∇·(ε∇φ) = q[N − n(x,φ)]. (1)

The density n ≥ 0 depends on the local potential, is continuous and nondecreasing in φ, and is bounded in x when φ is bounded. The Fermi level, or a prescribed quasi-Fermi level, is held fixed. In a device simulator the result therefore covers a single Poisson solve with electrons as the only mobile carriers and the potential given on the whole boundary, not the coupled transport problem. Holes and zero-flux side walls lie outside these assumptions.

Let w be the potential without electrons: −∇·(ε∇w) = qN with the same boundary data. We assume w ≤ M for some constant M. In one dimension this is automatic, because H¹ functions on an interval are bounded. For constant ε in dimension d, choose a ball of radius R about x₀ containing the domain and a constant N₊ ≥ max(N,0). The function

s = max φ_D + qN₊(R² − |x − x₀|²)/(2dε)

satisfies −ε∇²s = qN₊ and lies above the boundary data φ_D. Testing the equation for w − s with its positive part (w − s)₊ gives ∫ε|∇(w − s)₊|² = q∫(N − N₊)(w − s)₊ ≤ 0, so w ≤ s. For layers ε(z), use instead the one-dimensional solution of −(εs′)′ = qN₊ with both end values max φ_D. Since εs′ never increases, s stays above its end values, and the same test applies.

**Claim.** Equation (1) has exactly one weak solution with square-integrable n(φ). It is the unique minimizer, among H¹ functions with the given boundary values, of

J[φ] = ∫[½ε|∇φ|² + qP(x,φ) − qNφ], P(x,φ) = ∫₀^φ n(x,s) ds. (2)

**3. Convexity**

For any two numbers φ and ψ,

P(ψ) − P(φ) − n(φ)(ψ − φ) = ∫_φ^ψ [n(s) − n(φ)] ds ≥ 0. (3)

If ψ > φ the integrand is nonnegative; if ψ < φ it is nonpositive and the integral runs backwards. Now let c = (1−t)a + tb with 0 < t < 1. Apply (3) at c towards a and towards b, with weights 1−t and t. The linear terms cancel because (1−t)(a−c) + t(b−c) = 0, leaving P(c) ≤ (1−t)P(a) + tP(b). For the gradients, expanding the square gives

|(1−t)A + tB|² = (1−t)|A|² + t|B|² − t(1−t)|A − B|².

Together,

J[c] ≤ (1−t)J[a] + tJ[b] − ½t(1−t)∫ε|∇(a − b)|². (4)

Since a − b vanishes on the boundary, Poincaré's inequality ‖v‖ ≤ c_P‖∇v‖ makes the last integral positive unless a = b. Convexity is strict even where n is constant. The boundary condition matters: with zero normal field on the whole boundary and n = N over a range of φ, every constant in that range is a solution.

**4. Existence**

By (3) at φ = 0, P(φ) ≥ n(0)φ. Hence

J[φ] ≥ ½ε_min‖∇φ‖² − q‖n(0) − N‖ ‖φ‖,

and ‖φ‖ ≤ ‖g‖ + c_P(‖∇φ‖ + ‖∇g‖). The quadratic term wins, so J has a finite infimum m; J[g] is finite because g is bounded. Take φ_k with J[φ_k] → m. Inequality (4) with t = ½, and J ≥ m at the midpoint, give

⅛∫ε|∇(φ_j − φ_k)|² ≤ ½J[φ_j] + ½J[φ_k] − m → 0.

The sequence therefore converges in H¹ to some φ with the right boundary values, and a subsequence converges almost everywhere. The gradient and linear terms converge. Fatou's lemma, applied to P(φ_k) − n(0)φ_k ≥ 0, shows that the remaining term cannot jump upwards in the limit. So J[φ] = m. This allows an exponential n, for which J may be infinite at some trial functions.

**5. The minimizer solves Poisson's equation**

Differentiating J requires a bound on n(φ). Let v = (φ − w)₊, which vanishes on the boundary. Where v > 0, ∇φ = ∇w + ∇v. Using ∫ε∇w·∇v = q∫Nv,

J[φ − v] − J[φ]
= −∫ε∇φ·∇v + ½∫ε|∇v|² + q∫[P(φ − v) − P(φ)] + q∫Nv
= −½∫ε|∇v|² + q∫[P(φ − v) − P(φ)]
≤ −½∫ε|∇v|²,

because n ≥ 0 makes P nondecreasing. A minimizer cannot be improved, so v = 0 and

φ ≤ w ≤ M. (5)

Electrons can only lower the potential, and n(φ) ≤ n(M) is bounded. For a bounded test function v and |t| ≤ 1, the quotient [P(φ + tv) − P(φ)]/t is at most n(M + max|v|)|v| in size and tends to n(φ)v. Setting the derivative of J[φ + tv] at t = 0 to zero gives

∫ε∇φ·∇v = q∫[N − n(φ)]v, (6)

the weak form of (1). Truncating a general v and removing the truncation extends (6) to all v in H¹ that vanish on the boundary.

**6. No other solution**

Let φ be any weak solution with square-integrable n(φ). Subtract the equation for w and test with v = (φ − w)₊: ∫ε|∇v|² = −q∫n(φ)v ≤ 0, so (5) holds again and J[φ] is finite. For any ψ with the same boundary values, expand the square and use (6) with v = ψ − φ:

J[ψ] − J[φ] = ½∫ε|∇(ψ − φ)|² + q∫[P(ψ) − P(φ) − n(φ)(ψ − φ)]
≥ ½∫ε|∇(ψ − φ)|². (7)

Every solution is thus the minimizer, and the minimizer is unique.

**7. What J measures**

At the solution, J is minus the grand potential; it is not the field energy. Measure energies from the Fermi level. A state of energy E with occupation f contributes f(E − qφ) + kT[f ln f + (1−f) ln(1−f)]. Its minimum over f is −kT ln[1 + e^{(qφ−E)/kT}], reached at the Fermi occupation. Summed over states this is −qP, with P now counted from φ = −∞; J changes by a constant. Let F(n) be the local free energy at φ = 0, minimized at given n. Then

F(n) ≥ qnψ − qP(ψ) for every ψ, with equality if n = n(ψ). (8)

For a trial density n, let φ_n solve the linear Poisson equation with charge q(N − n). With gate charges Q_i and the work of the voltage sources included,

Ω[n] = ∫F(n) + ½∫ε|∇φ_n|² − ΣV_iQ_i.

Multiplying Poisson's equation by φ_n and integrating by parts gives ∫ε|∇φ_n|² = q∫(N − n)φ_n + ΣV_iQ_i. Eliminating the gate term,

Ω[n] = ∫[F(n) + q(N − n)φ_n − ½ε|∇φ_n|²].

At equilibrium φ_n = φ and (8) is an equality, so Ω_eq = −J[φ]. For another potential ψ with the same gate values, the last two terms evaluated at ψ are lower than at φ_n by ½∫ε|∇(ψ − φ_n)|², since the linear terms cancel by Poisson's equation. With (8),

Ω[n] ≥ −J[ψ] + ½∫ε|∇(ψ − φ_n)|², (9)

with equality if n = n(ψ). Choosing ψ = φ shows Ω[n] ≥ Ω_eq; minimality of J gives −J[ψ] ≤ Ω_eq. A trial potential thus brackets the answer:

−J[ψ] ≤ Ω_eq ≤ Ω[n(ψ)].

The width W of the bracket is computable and, by (7), bounds the error: ½∫ε|∇(ψ − φ)|² ≤ W.

**8. How far monotonicity can be relaxed**

Suppose n may fall, but q∂n/∂φ ≥ −κ in the charged region. The second variation of J is at least ∫ε|∇v|² − κ∫v², the last integral covering that region. Let λ₁ be the smallest ratio of these two integrals. For κ < λ₁ strong convexity survives with the factor 1 − κ/λ₁. At κ = λ₁ it can fail: if n is linear in φ with slope −λ₁/q, a small multiple of the minimizing v can be added to a solution while n stays nonnegative.

For a channel of thickness L and permittivity ε_s between equal insulators of capacitance C, the lowest mode is cos kz about mid-channel and linear in the insulators. Continuity of displacement at z = L/2 gives

λ₁ = ε_s k², k tan(kL/2) = C/ε_s, kL < π. (10)

For weak gates, C ≪ ε_s/L, this becomes λ₁ ≈ 2C/L, the single-sheet condition of section 1. For strong gates, k → π/L and λ₁ → ε_sπ²/L².

A dimensionless counterexample has charge that rises with potential:

−u″ = e^u, u(0) = u(1) = 0.

Insert u = 2 ln[cosh(θ/4)/cosh(θ(x−½)/2)]. Then −u″ = (θ²/2)/cosh²(θ(x−½)/2), and the equation requires θ = √2 cosh(θ/4). This has two roots. Their initial slopes θ tanh(θ/4) are 0.549 and 10.847, and their midpoint values are 0.14 and 4.09. The lowest eigenvalue of −d²/dx² − e^u, the second variation of ∫(½u′² − e^u), is 8.74 for the lower solution and −28.9 for the upper one. The lower is a local minimum. The upper is a saddle, since rapidly oscillating variations still raise the functional. With the sign reversed, −u″ = −e^u, a scan of initial slopes finds one solution.

**9. Discrete form and Newton's method**

Let K be the finite-volume matrix of −∇·(ε∇), b the boundary load and w_i the charged volume of cell i. The discrete functional is

J_h = ½φᵀKφ − bᵀφ + qΣw_i[P(φ_i) − N_iφ_i] + const,

with gradient and Hessian

g = Kφ − b + q w_i[n(φ_i) − N_i], H = K + diag(q w_i n′_i). (11)

Assume n′ is continuous. Since n′ ≥ 0, H ≥ K ≥ μI with μ > 0. Solve Hs = −g, start with t = 1 and halve t until

J_h(φ + ts) ≤ J_h(φ) − c t gᵀH⁻¹g, 0 < c < ½.

This converges from every start. The iterates stay where J_h does not exceed its starting value, which is a bounded set, and |s| ≤ |g|/μ. So H ≤ ΛI on a bounded set containing all trial points. Taylor's formula and |s|² ≤ sᵀHs/μ = gᵀH⁻¹g/μ give

J_h(φ + ts) ≤ J_h(φ) − t[1 − tΛ/(2μ)]gᵀH⁻¹g.

Every t ≤ 2(1−c)μ/Λ is therefore accepted, and halving leaves t above a fixed positive value. Each step lowers J_h by at least a fixed multiple of |g|². As J_h is bounded below, g → 0, and the distance to the minimizer is at most |g|/μ.

Two details matter in code. Compute the field energy from potential differences, because φᵀKφ cancels large terms. Once the predicted decrease is below the rounding error of J_h, take full steps.

**10. A dual-gate oxide transistor**

A 30 nm channel (relative permittivity 10) lies between two 100 nm insulators (3.9). The gates are at +10 V (bottom) and −5 V (top), measured from flat band, at 300 K. Donors number 10¹⁷ cm⁻³ and are taken as fully ionized. Near the bottom face shallow donors may recapture electrons; these would add a further nondecreasing term to n, small beside the accumulated density there. Free electrons have mass ratio 0.34 and a parabolic band. Tail states have density 10²⁰ e^{E/E_t} cm⁻³ eV⁻¹ below the band edge, with E_t = 0.03 eV. Both kinds follow Fermi statistics:

n(φ) = ∫D(E) dE/(1 + exp[(E + Δ − qφ)/kT]),

where D is the total density of states. It increases with φ, as required. Neutrality at φ = 0 fixes Δ = 0.146 eV.

Five starts (zero, the electron-free potential, +3 V, −10 V, and random values within ±5 V) converge in 8 to 14 Newton steps to potentials that agree within 1.2×10⁻¹³ V. The potential is 0.165 V at the bottom face, −0.095 V at mid-channel and −0.347 V at the top face. The electron-free potentials at the two faces are 3.61 V and 2.78 V, well above, as (5) demands. Against a collocation solution of the differential equation, the largest channel error falls from 129 to 32 μV when the spacing is halved from 0.2 to 0.1 nm, as for a second-order scheme.

Gauss's law checks the charge. Each insulator has C/q = 2.155×10¹¹ cm⁻² V⁻¹, so the electron sheet density is

10¹⁷ × 30×10⁻⁷ + 2.155×10¹¹ × [(10 − 0.165) + (−5 + 0.347)]
= 3.00×10¹¹ + 11.17×10¹¹ = 1.417×10¹² cm⁻².

Of these, 7.38×10¹¹ cm⁻², or 52%, are free. At the bottom face the Fermi level is 19 meV above the band edge; Boltzmann statistics at that potential would overestimate the free density by a factor 1.57.

The minimum of J is 0.13090 eV/nm², and the separately computed grand potential is its negative. A trial potential with a smooth error of at most 1 mV gives

−0.13090049 ≤ −0.13090031 ≤ −0.13088482 eV/nm²,

so W = 1.567×10⁻⁵ eV/nm². To turn W into volts, let G be the Green function of −(εv′)′/q. Then v(z) = ∫(ε/q)G′v′, and the Cauchy–Schwarz inequality gives |v|² ≤ 2W·G_max, with W in eV/nm² and v in volts. The largest G is at mid-channel, half the series value of one side:

G_max = ½(100/3.9 + 15/10) nm × q/ε₀ = 246 V nm²,

|v| ≤ √(2 × 1.567×10⁻⁵ × 246) V = 88 mV.

The bound is safe but 88 times the true error. The Cauchy–Schwarz step needs only the field energy of the error, ½vᵀKv. For a small error v the excess of J is ½vᵀHv, and W ≈ ½vᵀHK⁻¹Hv. When the electron response dominates K, as here, each of these three is much larger than the one before. The voltage bound grows as the square root of W, so both steps contribute to the factor 88.

Equation (10) allows the density to fall by up to 1.41×10¹⁷ cm⁻³ per volt. Here C/ε_s = 0.0039 nm⁻¹ and k² = 2.55×10⁻⁴ nm⁻², about 43 times below the strong-gate value (π/30 nm)². Thick insulators leave little margin for a falling density.

**11. Comparison with real devices**

These are rough typical values for In-Ga-Zn-O transistors; donor and tail densities depend strongly on processing. The largest tested omission is confinement. A self-consistent Schrödinger–Poisson calculation with hard walls, unbroadened subbands and classical traps, at the same gate voltages, raises the bottom potential from 0.165 to 0.200 V and lowers the free sheet density by 38%, to 4.56×10¹¹ cm⁻². In that model the density at a point depends on φ throughout the channel, so the local theorem does not cover it. Disorder broadens the levels of a real amorphous film, so the shift is an estimate of size.

The donor spacing N^{−1/3} is 21.5 nm, close to the channel thickness, so a smooth N is coarse; randomly placed donors have nearest neighbours closer than this on average. In unbounded channel material without screening, one donor gives 13 mV at half that spacing. The insulators raise this value and mobile or trapped electrons lower it, so it is only a scale. At 350 K, with gate voltages and Δ held fixed, the bottom potential is 0.156 V and the free density 9% higher. The bottom insulator field is 0.98 MV/cm, about a tenth of a rough 10 MV/cm breakdown field. For a 3 eV barrier and mass ratio 0.4 the tunnelling exponent is 228, so this leakage is negligible. With a 3 eV gap the Fermi level stays at least 2.5 eV above the valence band, so holes are negligible.

Exchange can damage the theorem itself. In a local approximation it lowers the electron energy by An^{1/3}, so n = n₀(qφ + An^{1/3}), where n₀ is the density without exchange. Differentiating,

dn/d(qφ) = n₀′/[1 − n₀′An^{−2/3}/3].

For Fermi statistics n₀′ ≤ n/kT, so the slope stays positive if An^{1/3} < 3kT. At the peak free density, 6.5×10¹⁸ cm⁻³, the zero-temperature exchange expression with relative permittivity 10 gives 26 meV, against 3kT = 78 meV. Within this estimate monotonicity holds; at lower temperature, higher density or smaller effective permittivity it must be checked again. The zero-temperature form is only a scale at 300 K, not a bound, and the peak density used is the one without exchange. Exchange raises the free density, by roughly 10 to 20% in the sheet value and more at the bottom face; this change is not included in the device figures above.

Computed results

```
insulators, channel: 100, 30 nm
gates: 10, -5 V; temperature 300 K
relative permittivity insulator, channel: 3.9, 10.0
mass ratio 0.34; donors 1.0e+17 cm^-3
tail states 1.0e+20 cm^-3/eV, width 0.03 eV
thermal energy: 25.85 meV
effective band density: 4.975e+18 cm^-3
band edge above Fermi level at flat band: 0.1461 eV
Newton steps from start 'zero': 10
Newton steps from start 'electron-free': 14
Newton steps from start '+3 V': 13
Newton steps from start '-10 V': 8
Newton steps from start 'noise 5 V': 12
largest difference between the results: 1.2e-13 V
potential at bottom face: 0.1646 V
potential at mid-channel: -0.0948 V
potential at top face: -0.3467 V
electron-free potential, bottom face: 3.6105 V
electron-free potential, top face: 2.7815 V
sheet density, all electrons: 1.417e+12 cm^-2
sheet density, free electrons: 7.382e+11 cm^-2
grid error at 0.2 nm: 129.23 uV
grid error at 0.1 nm: 32.42 uV
minimum of J: 0.13090031 eV/nm^2
grand potential: -0.13090031 eV/nm^2
trial lower bound: -0.13090049 eV/nm^2
trial upper bound: -0.13088482 eV/nm^2
trial error, true: 1.000 mV
trial error, certified bound: 87.7 mV
allowed fall of density: 1.409e+17 cm^-3/V
solutions, density falling / rising: 2 / 1
lower solution: u'(0) 0.5494, u(1/2) 0.1405
lower solution: lowest curvature 8.740
upper solution: u'(0) 10.8469, u(1/2) 4.0915
upper solution: lowest curvature -28.873
Fermi level above band edge, bottom: 18.6 meV
Boltzmann / Fermi free density there: 1.573
with confinement, bottom potential: 0.1999 V
with confinement, free sheet: 4.555e+11 cm^-2
lowest subband from Fermi level: 55.7 meV
at 350 K, bottom potential: 0.1563 V
at 350 K, free sheet: 8.054e+11 cm^-2
mean donor spacing: 21.5 nm
donor potential at half spacing: 13.4 mV
peak free density: 6.487e+18 cm^-3
zero-temperature exchange scale: 26.4 meV
bottom insulator field: 0.984 MV/cm
field / rough breakdown field: 0.098
barrier 3.0 eV, mass 0.4: tunnel exponent 228
gap 3.0 eV: Fermi level above valence 2.51 eV
```
